\section*{Curling nucleation in an infinite cylinder magnetized along its easy axis}

\section*{The problem}

An infinite circular cylinder of radius $R$ has its axis along $\hat z$, which is also the easy axis of the material. It is saturated along $+\hat z$, and the applied field $H\hat z$ is then lowered through zero to negative values. At what field does the uniform state become unstable, and through which mode?

The magnetization is $M_s\mathbf m$ with $|\mathbf m|=1$, $A$ is the exchange constant, and $\theta$ is the angle between $\mathbf m$ and $\hat z$. The anisotropy energy density is $K_1\sin^2\theta$ with $K_1\ge0$. The material is free of defects and has no surface anisotropy. SI units are used, with cylindrical coordinates $(\rho,\varphi,z)$. Modified Bessel functions are written $\mathcal I_n,\mathcal K_n$ to keep them apart from $K_1$.

\section*{(a) Obtain Brown's equations and the surface condition}

\textbf{Solution.} The energy is
\begin{equation}
E=\int\!\Big[A|\nabla\mathbf m|^2+K_1(1-m_z^2)-\mu_0M_sHm_z-\tfrac12\mu_0M_s\mathbf m\cdot\mathbf H_d\Big]dV ,
\end{equation}
where $|\nabla\mathbf m|^2=\sum_i|\partial_i\mathbf m|^2$ and $\mathbf H_d$ is the stray field produced by $\mathbf m$ itself.

Two magnetizations $\mathbf M_1,\mathbf M_2$ with stray fields $\mathbf H_1,\mathbf H_2$ obey $\int(\mathbf H_1+\mathbf M_1)\cdot\mathbf H_2\,dV=0$ over all space, because the first factor has no divergence and the second is a gradient. Hence
\begin{equation}
\int\mathbf M_1\cdot\mathbf H_2\,dV=-\int\mathbf H_1\cdot\mathbf H_2\,dV .
\label{recip}
\end{equation}
The right side is symmetric in 1 and 2, so varying the stray-field energy gives two equal terms, which cancel the factor $\tfrac12$. Setting $1=2$ shows that this energy equals $\tfrac12\mu_0\int|\mathbf H_d|^2dV\ge0$.

Integrating the exchange variation by parts gives
\begin{equation}
\delta E=-\int\mathbf F\cdot\delta\mathbf m\,dV+2A\oint\partial_n\mathbf m\cdot\delta\mathbf m\,dS,
\end{equation}
\begin{equation}
\mathbf F=2A\nabla^2\mathbf m+2K_1m_z\hat z+\mu_0M_s(H\hat z+\mathbf H_d).
\end{equation}
Since $|\mathbf m|$ is fixed, $\delta\mathbf m=\boldsymbol\omega\times\mathbf m$ with arbitrary small $\boldsymbol\omega(\mathbf r)$, and $\mathbf F\cdot(\boldsymbol\omega\times\mathbf m)=\boldsymbol\omega\cdot(\mathbf m\times\mathbf F)$. Equilibrium therefore requires
\begin{equation}
\mathbf m\times\mathbf F=0\ \text{inside},\qquad \mathbf m\times\partial_n\mathbf m=0\ \text{on the surface}.
\end{equation}
Because $\mathbf m\cdot\partial_n\mathbf m=\tfrac12\partial_n|\mathbf m|^2=0$, the second condition reduces to $\partial_n\mathbf m=0$.

\section*{(b) Linearize about the saturated state}

\textbf{Solution.} Write $\mathbf m=\mathbf m_\perp+\hat z\sqrt{1-|\mathbf m_\perp|^2}$ with small $\mathbf m_\perp\perp\hat z$; then $m_z$ differs from 1 only at second order. The uniform state has neither volume charge ($\nabla\cdot\hat z=0$) nor surface charge ($\hat z\cdot\hat\rho=0$), so $\mathbf H_d$ starts at first order. Call that part $\mathbf h$. To first order,
\begin{align}
\mathbf F_\perp&=2A\nabla^2\mathbf m_\perp+\mu_0M_s\mathbf h_\perp,\\
F_z&=2K_1+\mu_0M_sH+\mu_0M_sh_z .
\end{align}
In the torque, $h_z$ multiplies either $\hat z\times\hat z=0$ or the already small $\mathbf m_\perp$, so it drops out. With $\mathbf m_\perp\times\hat z=-\hat z\times\mathbf m_\perp$,
\begin{equation}
\mathbf m\times\mathbf F=\hat z\times\big[\mathbf F_\perp-(2K_1+\mu_0M_sH)\mathbf m_\perp\big]=0 .
\end{equation}
The bracket is perpendicular to $\hat z$ and must vanish:
\begin{equation}
2A\nabla^2\mathbf m_\perp-(2K_1+\mu_0M_sH)\mathbf m_\perp+\mu_0M_s\mathbf h_\perp=0,\qquad \partial_\rho\mathbf m_\perp\big|_R=0 .
\label{lin}
\end{equation}
The field is $\mathbf h=-\nabla u$, with $\nabla^2u=M_s\nabla\cdot\mathbf m_\perp$ inside and $\nabla^2u=0$ outside. At $\rho=R$, $u$ is continuous, and continuity of the normal induction gives
\begin{equation}
\partial_\rho u_{\rm in}-\partial_\rho u_{\rm out}=M_sm_\rho .
\label{jump}
\end{equation}

\section*{(c) Find the field at which a circulating mode appears}

Take $\mathbf m_\perp=f(\rho)\hat\varphi$, the curling mode.

\textbf{Solution.} The divergence is $\rho^{-1}\partial_\varphi f=0$ and $m_\rho(R)=0$. There is no charge anywhere, so $\mathbf h=0$.

The unit vector turns with $\varphi$, and $\partial_\varphi^2\hat\varphi=-\hat\varphi$. Thus $\nabla^2(f\hat\varphi)=(f''+f'/\rho-f/\rho^2)\hat\varphi$, and (\ref{lin}) becomes
\begin{equation}
f''+\frac{f'}{\rho}+\Big(\kappa^2-\frac1{\rho^2}\Big)f=0,\qquad \kappa^2=-\frac{2K_1+\mu_0M_sH}{2A}.
\label{bessel}
\end{equation}
If $\kappa^2\le0$, the solution regular on the axis is $\rho$ or $\mathcal I_1(|\kappa|\rho)$. Both have positive slope at $R$ and violate the surface condition. Hence $\kappa^2>0$, and (\ref{bessel}) is Bessel's equation of order one in the variable $\kappa\rho$. Its regular solution is $f\propto J_1(\kappa\rho)$, and $f'(R)=0$ requires $J_1'(\kappa R)=0$.

As $H$ is lowered, $\kappa^2$ grows from negative values, so the smallest positive root is met first. It is $q=1.8412$. Inserting $\kappa=q/R$ in the definition of $\kappa^2$ gives $2K_1+\mu_0M_sH=-2Aq^2/R^2$, that is,
\begin{equation}
\boxed{H_n=-\frac{2K_1}{\mu_0M_s}-\frac{2A}{\mu_0M_s}\,\frac{(1.841)^2}{R^2}}
\label{Hn}
\end{equation}

The first term is the anisotropy field. The second is the exchange cost of making $\mathbf m_\perp$ turn once around the axis, including the radial variation (about 30\% of the term) needed for it to vanish on the axis. It vanishes as $R\to\infty$, where the turn is spread over a large section. No magnetostatic term appears, because the mode carries no charge. For small $R$ the exchange term diverges, which suggests that another mode must then take over.

\section*{(d) When is curling the first instability?}

Compare it with every other small disturbance.

\textbf{Solution.} Expand the energy to second order, using $m_z\simeq1-\tfrac12|\mathbf m_\perp|^2$:
\begin{equation}
E_2=\int\!\Big[A|\nabla\mathbf m_\perp|^2+\big(K_1+\tfrac12\mu_0M_sH\big)|\mathbf m_\perp|^2\Big]dV+\tfrac12\mu_0\!\int|\mathbf h|^2dV .
\end{equation}
With the exchange length $l=\sqrt{2A/(\mu_0M_s^2)}$ this is
\begin{equation}
E_2=\tfrac12\mu_0M_s^2\Big[\lambda+\frac{2K_1}{\mu_0M_s^2}+\frac H{M_s}\Big]\int|\mathbf m_\perp|^2dV,
\end{equation}
\begin{equation}
\lambda=l^2\frac{\int|\nabla\mathbf m_\perp|^2dV}{\int|\mathbf m_\perp|^2dV}+\frac{\int|\mathbf h|^2dV}{M_s^2\int|\mathbf m_\perp|^2dV},
\label{lambda}
\end{equation}
with integrals taken per unit length. The mode with the smallest $\lambda$ goes unstable first. Curling has $\lambda=l^2q^2/R^2$.

\emph{Angular orders other than $\pm1$.} By symmetry, modes may be chosen with $m_\rho,m_\varphi\propto e^{i\nu\varphi+ikz}$. Since $m_x\pm im_y=e^{\pm i\varphi}(m_\rho\pm im_\varphi)$, these combinations vary as $e^{i(\nu\pm1)\varphi}$. Unless $\nu=\pm1$, they average to zero over the cross-section.

For a function of zero mean on a disc, $\int|\nabla g|^2\ge\Lambda\int|g|^2$, where $\Lambda$ is the lowest nonzero eigenvalue of $-\nabla^2$ with zero normal slope. The eigenfunctions are $J_n(s\rho/R)e^{\pm in\varphi}$ with $J_n'(s)=0$.
\begin{itemize}
\item For $n=1$ the smallest root is $q$.
\item For $n=0$, $J_0'=-J_1$, whose first positive zero lies beyond the first maximum of $J_1$, hence beyond $q$.
\item For $n\ge2$, Bessel's equation reads $s(sJ_n')'=(n^2-s^2)J_n$. So $sJ_n'$ grows from zero up to $s=n$ and cannot vanish there; the root exceeds $n\ge2>q$.
\end{itemize}
Therefore $\Lambda=q^2/R^2$. Variation along $z$ and stray fields only add to $\lambda$, so no mode with $\nu\ne\pm1$ lies below curling, whatever $R$.

\emph{Order $\pm1$.} Try $\mathbf m_\perp=\hat x\cos kz$. It has no volume charge, and its surface charge is $M_s\cos\varphi\cos kz$. Inside, $u=C\,\mathcal I_1(k\rho)\cos\varphi\cos kz$. Outside, continuity gives the same expression with $\mathcal I_1(k\rho)$ replaced by $\mathcal K_1(k\rho)\,\mathcal I_1(s)/\mathcal K_1(s)$, where $s=kR$. Condition (\ref{jump}) and the Wronskian $\mathcal I_1'\mathcal K_1-\mathcal I_1\mathcal K_1'=1/s$ yield
\begin{equation}
Ck\,\frac{\mathcal I_1'\mathcal K_1-\mathcal I_1\mathcal K_1'}{\mathcal K_1}=\frac{Ck}{s\,\mathcal K_1}=M_s\quad\Rightarrow\quad C=M_sR\,\mathcal K_1(s).
\end{equation}
The stray-field integral is $\int|\nabla u|^2dV=\oint(M_sm_\rho)u\,dS$. Per unit length it equals $M_s^2R\,\mathcal I_1\mathcal K_1\cdot\pi R/2$, while $\int|\mathbf m_\perp|^2dV$ is $\pi R^2/2$. Hence
\begin{equation}
\lambda_{\rm trial}=l^2k^2+\mathcal I_1(kR)\,\mathcal K_1(kR).
\label{trial}
\end{equation}
For $k\to0$, $\mathcal I_1\simeq s/2$ and $\mathcal K_1\simeq1/s$ give $\lambda=\tfrac12$. This is coherent rotation, with $|H|=2K_1/(\mu_0M_s)+M_s/2$. Equating it to curling gives the estimate $R=\sqrt2\,q\,l=2.604\,l$.

Coherent rotation is not the lowest mode of its order, however. The next term of $\mathcal K_1$ is $(s/2)\ln(s/2)$, so
\begin{equation}
\mathcal I_1\mathcal K_1=\tfrac12+\tfrac{s^2}{4}\ln\tfrac s2+O(s^2).
\end{equation}
At small enough $s$ the negative logarithmic term outweighs the exchange cost $l^2k^2$. A periodic transverse wave, the buckling mode, thus lies below coherent rotation at every radius: alternating surface charges weaken the stray field.

The lowest $\lambda$ of order $\pm1$ was computed with polynomial radial functions for $\mathbf m_\perp$ and $u$, matched to the exterior solution. It crosses the curling value at
\begin{equation}
R^*=2.726\,l .
\end{equation}

One crossing settles all radii. With lengths in units of $R$ and $\varepsilon=l^2/R^2$, each mode has $\lambda=\varepsilon a+b$ with $a,b\ge0$ independent of $\varepsilon$. The minimum $\lambda_1(\varepsilon)$ over modes of order $\pm1$ is a lower envelope of straight lines, hence concave, and $\lambda_1(0)\ge0$. So $g=\lambda_1-\varepsilon q^2$ is concave with $g(0)\ge0$. If $g(\varepsilon_1)>0$, then for $0<\varepsilon<\varepsilon_1$
\begin{equation}
g(\varepsilon)\ge\frac{\varepsilon}{\varepsilon_1}g(\varepsilon_1)+\Big(1-\frac{\varepsilon}{\varepsilon_1}\Big)g(0)>0 .
\end{equation}
Curling is therefore first for all $R>R^*$, and buckling for $R<R^*$. Equation (\ref{Hn}) is the nucleation field of the cylinder only in the first range. Since $K_1$ shifts all modes equally, it does not enter $R^*$.

\section*{(e) Does the magnetization tilt gradually or jump?}

Include a further anisotropy term $K_2\sin^4\theta$.

\textbf{Solution.} This term is of fourth order in $\theta$, so it leaves $H_n$ unchanged. For finite angles take $\mathbf m=\sin\theta(\rho)\hat\varphi+\cos\theta(\rho)\hat z$, which still has no charges. With $H=-|H|$ the energy density is
\begin{equation}
w=A\Big(\theta'^2+\frac{\sin^2\theta}{\rho^2}\Big)+K_1\sin^2\theta+K_2\sin^4\theta+\mu_0M_s|H|\cos\theta .
\end{equation}
Put $\theta=af$ with $f=J_1(q\rho/R)/J_1(q)$, so that $a$ is the angle at the surface. With $x=\rho/R$ define
\begin{equation}
F_n=\int_0^1xf^n\,dx,\qquad G=\int_0^1\frac{f^4}{x}\,dx .
\end{equation}
Multiplying (\ref{bessel}) by $\rho f$ and integrating by parts shows that the quadratic exchange energy equals $A(q^2/R^2)F_2a^2$. The quadratic terms then combine to $-\tfrac12\mu_0M_s(|H|-|H_n|)F_2a^2$.

For the quartic terms use $\sin^2\theta=\theta^2-\theta^4/3+\dots$ and $\cos\theta=1-\theta^2/2+\theta^4/24-\dots$, with $\mu_0M_s|H_n|=2K_1+2Aq^2/R^2$. The $K_1$ terms give $-\tfrac13+\tfrac1{12}=-\tfrac14$. Per unit length, up to a constant,
\begin{equation}
\frac{E}{2\pi R^2}=-\tfrac12\mu_0M_s(|H|-|H_n|)F_2a^2+Ca^4,
\label{landau}
\end{equation}
\begin{equation}
C=\Big(K_2-\frac{K_1}4\Big)F_4+\frac A{R^2}\Big(\frac{q^2}{12}F_4-\frac G3\Big).
\end{equation}
The mode shape itself changes by order $a^3$. Because $f$ makes the quadratic energy stationary at $H_n$, this affects the energy only at order $a^6$.

Since $1/x\ge x$ on the interval, $G\ge F_4$, while $q^2/12=0.2825<\tfrac13$. So $C<0$ when $K_2=0$: no small tilt is stable beyond $H_n$, and the magnetization jumps. The onset is continuous if
\begin{equation}
K_2>\frac{K_1}4+\frac A{R^2}\Big(\frac G{3F_4}-\frac{q^2}{12}\Big),
\label{K2}
\end{equation}
and minimizing (\ref{landau}) then gives $a^2=\mu_0M_s(|H|-|H_n|)F_2/(4C)$.

Within this axisymmetric form, finite exchange energy requires $\sin\theta=0$ on the axis, because of the term $\sin^2\theta/\rho^2$. Starting from $\theta=0$, the angle there cannot change continuously to $\pi$. During the jump a core on the axis therefore still points along $+\hat z$, but it is not an equilibrium. The exchange energy of a thin core does not depend on its radius, while its anisotropy and field energies fall as it narrows, so it keeps shrinking. Its final removal lies outside this axisymmetric description: the core must either collapse at atomic size or move off the axis and leave through the surface. Which happens is not decided here.

\section*{(f) Evaluate a cobalt-like wire and judge the result}

Use rough values for hcp cobalt with its $c$ axis along the wire: $A=28$ pJ/m, $M_s=1400$ kA/m, $K_1=450$ kJ/m$^3$, and $R=25$ nm.

\textbf{Solution.} The two parts of the field are
\begin{align}
\frac{2K_1}{M_s}&=\frac{9.0\times10^5}{1.4\times10^6}\ \text{T}=0.643\ \text{T},\\
\frac{2Aq^2}{M_sR^2}&=\frac{5.6\times10^{-11}\times3.390}{1.4\times10^6\times6.25\times10^{-16}}\ \text{T}=0.217\ \text{T}.
\end{align}
Hence $\mu_0|H_n|=0.860$ T, or $|H_n|=684$ kA/m. The exchange length is 4.77 nm, so $R^*=13.0$ nm; the coherent estimate gives 12.4 nm. With the material held fixed, the competing fields are:
\begin{center}
\begin{tabular}{ccc}
$R$ (nm) & curling (T) & buckling (T)\\
10 & 2.00 & 1.49\\
15 & 1.25 & 1.41\\
25 & 0.86 & 1.26
\end{tabular}
\end{center}
Coherent rotation would need 1.52 T at any radius.

Two tests use the full nonlinear equations at $R=25$ nm. First, the torque $\mathbf m\times\mathbf F$, in units of $\mu_0M_s^2$, was evaluated at $\rho=R/2$ for $\theta=10^{-3}J_1(q\rho/R)$. Divided by $10^{-3}$, it is $2\times10^{-8}$ at $H_n$ and $2\times10^{-3}$ at $1.01H_n$. Second, the curling energy was followed downhill from $\theta=0.01\,\rho/R$. With $K_2=0$ and the field 0.05\% short of $H_n$, the disturbance died out; it starts below the unstable amplitude, about 0.04 rad, that (\ref{landau}) gives at this field. With the field 0.05\% beyond, the mean $m_z$ fell to $-0.75$, where the run was stopped.

Condition (\ref{K2}) gives a threshold of 127 kJ/m$^3$. A rough cobalt value, $K_2=150$ kJ/m$^3$, lies above it, and the same 0.05\% excess then produced a surface angle of $5.2^\circ$, against $5.1^\circ$ from the quartic formula. The margin is too small for rough constants to decide whether such a wire would jump at onset. With this $K_2$ the difference is slight: the tilted curling state ends about 0.4\% (3 mT) beyond $H_n$, at a surface angle near $20^\circ$, and the magnetization then jumps. The continuous range widens quickly with $K_2$, to about 1.4\% at 175 kJ/m$^3$ and 3\% (25 mT) at 200 kJ/m$^3$.

\emph{Real wires.} Infinite length is an assumption that matters greatly. On the axis, a disc of surface charge $M_s$ at distance $d$ produces the field
\begin{equation}
\frac{M_s}{2}\int_0^R\frac{d\,\rho\,d\rho}{(d^2+\rho^2)^{3/2}}=\frac{M_s}2\Big(1-\frac d{\sqrt{d^2+R^2}}\Big).
\end{equation}
For a uniformly magnetized wire 1 $\mu$m long, the two end discs give 2.2 mT at the centre but 0.88 T just inside a flat end. The latter is as large as the whole of $\mu_0|H_n|$. It is confined to the end region and cannot simply be subtracted, but (\ref{Hn}) should not be used to predict the switching field of a flat-ended wire. The formula also presumes the $c$ axis along the wire; in other textures the 0.64 T term changes. It further presumes a defect-free crystal. If $K_1$ varies along $z$, the mode $f(\rho)g(z)\hat\varphi$ still carries no charge, and $g$ is bound to any region of lower $K_1$ as in a one-dimensional potential well. With $A$ and $M_s$ unchanged, a slab with $K_1=0$ lowers $\mu_0|H_n|$ by about 0.06 T if it is 5 nm thick and by 0.17 T (20\%) if it is 10 nm thick.

A tilted field affects the modes very differently. For a single uniform moment and a reverse field tilted by $\psi$, torque balance gives a field proportional to $\sin\theta\cos\theta/\sin(\theta+\psi)$. Its maximum over $\theta$ is the switching field. For $\psi=2^\circ$ this is 0.86 of the aligned value. That figure belongs to coherent rotation, which the transverse field drives directly, and it does not carry over to this wire. Curling averages to zero over the section and does not couple linearly to a uniform transverse field. At small angles the same torque balance tilts the uniform state by $\theta\simeq0.86\,\psi/(1.52-0.86)=2.6^\circ$, with the fields in tesla, and the curling field shifts only at second order in these angles, by about 0.1\%.

Finally, heat can start reversal early. For $K_2=0$, let the amplitude vary slowly, $a(z)$, with energy $\int(Pa'^2+Da^2-Qa^4)dz$, where $P=2\pi R^2AF_2$, $D=\pi R^2\mu_0M_s(|H_n|-|H|)F_2$ and $Q=-2\pi R^2C$. The critical nucleus obeys $Pa'^2=Da^2-Qa^4$, so its energy is
\begin{equation}
4\sqrt P\int_0^{\sqrt{D/Q}}a\sqrt{D-Qa^2}\,da=\frac{4\sqrt P\,D^{3/2}}{3Q}.
\end{equation}
Setting this to $25\,k_BT$ at 300 K, a barrier crossed in about a second if attempts come every $10^{-11}$ s, lowers the field by 15 mT, about 2\% of $\mu_0|H_n|$. The stray field of the nucleus is left out; it would raise this barrier. For this ideal wire heat is thus a small correction, far below the scale set by flat ends. The numerical output gives the remaining digits.

\section*{Table of computed values}
\begin{verbatim}
Exchange constant A: 28 pJ/m (rough)
Saturation magnetization Ms: 1400 kA/m (rough)
Anisotropy constant K1: 450 kJ/m^3 (rough)
Wire radius R: 25 nm
First zero q of J1': 1.841184; q squared: 3.389958
Exchange length l: 4.768 nm
eps = (l/R)^2: 0.03638
mu0 Ms: 1.7593 T
Anisotropy part of mu0|H_n|: 0.6429 T
Exchange part of mu0|H_n|: 0.2170 T
Curling mu0|H_n|: 0.8598 T
Curling |H_n|: 684.2 kA/m
Galerkin curling stiffness/eps, k=0.01/R: 3.390058
Torque/amplitude at H_n: 1.83e-08 (reduced)
Torque/amplitude at 1.01 H_n: 2.02e-03 (reduced)
Coherent estimate of crossover R/l: 2.6038
Coherent estimate of crossover R: 12.42 nm
Curling-buckling crossover R*/l: 2.7259
Curling-buckling crossover R*: 13.00 nm
Coherent-rotation mu0|H_n|: 1.5225 T
R=10 nm: curling 1.9988 T, buckling 1.4909 T, kR=0.403
R=15 nm: curling 1.2455 T, buckling 1.4119 T, kR=0.842
R=25 nm: curling 0.8598 T, buckling 1.2600 T, kR=1.579
Field offset in nonlinear runs: 0.05 percent
Below H_n, K2=0: final edge angle 2.9e-10 rad
Above H_n, K2=0: run stopped at mean m_z -0.75, edge angle 158 deg
Threshold K2 for continuous onset: 126.8 kJ/m^3
Rough cobalt K2 used: 150 kJ/m^3
Above H_n with this K2: edge angle 5.17 deg
Quartic-theory edge angle: 5.08 deg
Mean m_z with this K2: 0.99713
Finite wire length: 1000 nm
Axial demagnetizing field at its centre: 2.20 mT
Axial demagnetizing field at flat end: 0.8799 T
Coherent switching factor for 2 deg tilt: 0.859
Temperature for thermal estimate: 300 K
Field reduction for 25 kT barrier, K2=0: 15.3 mT
Peak edge angle of thermal nucleus: 18.3 deg
Axial width parameter of nucleus: 51.2 nm
\end{verbatim}
